# Magnetic breakdown and combination frequencies of two coupled cyclotron orbits

Two free-electron circles that cross in momentum space, coupled so that a gap $\Delta$ opens at the crossings, form a closed network of orbits in a magnetic field $B$. To leading semiclassical order, an electron passing a crossing stays on its free circle with probability

$$P=e^{-B_0/B},\qquad B_0=\frac{\pi\Delta^2}{4\hbar e\,v_xv_y},\tag{1}$$

where $v_x,v_y$ are the velocity components normal and parallel to the gap plane. With $p^2=P$ and $q^2=1-P$, the oscillations have frequencies $(jF_\alpha+kF_\beta)/2$, $j+k$ even, where $\alpha$ is the lens common to the circles and $\beta$ the outer orbit around both. Their amplitudes are

$$C_{jk}=2\sum_{t=1}^{\min(j,k)}\frac1t\binom{j-1}{t-1}\binom{k-1}{t-1}(-1)^{k-t}p^{2t}q^{\,j+k-2t}\tag{2}$$

for $j,k\ge1$, and $C_{j0}=2q^j/j$, $C_{0k}=2q^k/k$.

The algebra uses atomic units, with the free-electron mass and no spin. The model is

$$H=\tfrac12\left(k_x+\tfrac Q2\sigma_z\right)^2+\tfrac12k_y^2+V\sigma_x,\qquad [k_x,k_y]=\frac{i}{l^2},$$

with $l^2=1/B$, cyclotron energy $\omega=B$ and $\Delta=2V>0$. The state $|1\rangle$ ($\sigma_z=1$) belongs to the left circle, $|2\rangle$ to the right one. Without field, $E=\frac12k^2+\frac18Q^2\pm\varepsilon$ with $\varepsilon=\sqrt{Q^2k_x^2/4+V^2}$, so the contours at energy $E$ are

$$k_y^2=k_0^2-k_x^2\mp2\varepsilon(k_x),\qquad k_0^2=2E-\tfrac14Q^2 .$$

The upper sign, the upper band, gives the lens. The circles cross at $k_x=0$, $k_y=\pm k_0$, where $v_x=Q/2$ and $v_y=k_0$ in magnitude. I assume $V\ll E$, $k_0^2>2V$ and $l^2A_\alpha\gg1$.

**The junction.** The commutator is satisfied by $k_y=-il^{-2}d/dk_x$. Near the upper crossing put $k_y=k_0+\kappa$. Since $\frac12k_0^2+\frac18Q^2=E$, the linear terms leave $v_y\kappa+v_xk_x\sigma_z+V\sigma_x=0$. The neglected quadratic terms are, to leading order, scalar phases and are restored by using the full contour areas below. After the factor $e^{il^2k_0k_x}$ is removed, $\kappa=-il^{-2}d/dk_x$, and $\tau=k_xl^2/v_y$ gives

$$i\frac{d\psi}{d\tau}=(b\tau\sigma_z+V\sigma_x)\psi,\qquad b=\frac{v_xv_y}{l^2}.$$

This is the Landau-Zener problem. Let $s=\sqrt b\,\tau$, $g=V/\sqrt b$, $\delta=g^2/2$, and write the components as $e^{-is^2/2}(a,c)$. Then $ia'=gc$ and $ic'=ga-2sc$. Insert $c=\int e^{ius}f(u)\,du$. The first equation gives $a=-g\int e^{ius}f\,du/u$. In the second, integration by parts replaces $s$ by $i\,d/du$ acting on $f$, so $2if'=(u-g^2/u)f$ and

$$f=u^{i\delta}e^{-iu^2/4}.$$

Take a path that comes from infinity along $\arg u=-\pi/4$, circles the origin anticlockwise, and returns. For $s\to-\infty$ it can be kept close to the origin, apart from decaying tails. The origin then contributes to $a$ at leading order, while $c\to0$: the electron arrives in $|1\rangle$. For $s\to+\infty$ the path circles the origin with its ends towards positive imaginary $u$, and also crosses the saddle $u=2s$ twice.

At the origin $u\sim1/|s|$, so $e^{-iu^2/4}\to1$. Substituting $u=\pm iv/|s|$ for $s\to\pm\infty$ leaves the same loop integral of $v^{i\delta-1}e^{-v}$, equal to $(e^{-2\pi\delta}-1)\Gamma(i\delta)$, and the factor $(\pm i)^{i\delta}=e^{\mp\pi\delta/2}$. Thus

$$a_\pm=-g\,e^{\mp\pi\delta/2}|s|^{-i\delta}(e^{-2\pi\delta}-1)\Gamma(i\delta),\qquad \frac{a_+}{a_-}=e^{-\pi\delta}.$$

Squaring gives $P=e^{-2\pi\delta}$ with $2\pi\delta=\pi V^2l^2/(v_xv_y)$, which is (1). The transmitted amplitude is $p$, with no extra phase.

The saddle is crossed first leftwards with $\arg u=0$, then rightwards with $\arg u=2\pi$, which multiplies $u^{i\delta}$ by $e^{-2\pi\delta}$. The Gaussian integral gives

$$c_+=(e^{-2\pi\delta}-1)\,2\sqrt\pi\,e^{-i\pi/4}(2s)^{i\delta}e^{is^2}.$$

Divide the outgoing second component by the incoming first one, and use $1/\Gamma(i\delta)=i\delta/\Gamma(1+i\delta)$ and $g=\sqrt{2\delta}$:

$$\frac{\psi_2^{\rm out}}{\psi_1^{\rm in}}=-ie^{-i\pi/4}\frac{\sqrt{2\pi\delta}\,e^{-\pi\delta/2}}{\Gamma(1+i\delta)}\,e^{is^2}(2s^2)^{i\delta}.$$

Its modulus is $q$, because $|\Gamma(1+i\delta)|^2=\pi\delta/\sinh\pi\delta$. The lower eigenstate turns continuously from $|1\rangle$ into $-|2\rangle$, and that minus sign changes $-ie^{-i\pi/4}$ into $e^{i\pi/4}$. Its ordinary dynamical phase is

$$\int_{-s}^{s}\sqrt{r^2+g^2}\,dr\simeq s^2+\delta+\delta\ln(2s^2)-\delta\ln\delta .$$

Subtracting it leaves the reflected amplitude $qe^{i\phi_s}$ in the lower state, with

$$\phi_s=\frac\pi4+\delta(\ln\delta-1)+\arg\Gamma(1-i\delta).$$

If $(\psi_1,\psi_2)$ is a solution, so is $(-\psi_2^*,\psi_1^*)$. Hence the upper state is reflected with $qe^{-i\phi_s}$, and transmission from upper to lower has amplitude $-p$.

The exponent also has a tunnelling form. At fixed $\kappa$ inside the gap, $|\mathrm{Im}\,k_x|=\sqrt{V^2-v_y^2\kappa^2}/v_x$, and the half-ellipse area gives

$$2l^2\int|\mathrm{Im}\,k_x|\,d\kappa=\frac{\pi V^2l^2}{v_xv_y}=\frac{B_0}{B}.$$

**Blount's criterion.** Let $k_F=\sqrt{2E}$ and $v_x=k_F\sin\theta$, so $v_y=k_F\cos\theta$ and $v_xv_y=E\sin2\theta$. Then

$$\frac{B}{B_0}=\frac{4\sin2\theta}{\pi}\,\frac{\omega E}{\Delta^2}.$$

Breakdown becomes appreciable when $\omega E/\Delta^2$ reaches order one, which is Blount's criterion; $P=1/e$ corresponds to $\omega E/\Delta^2=\pi/(4\sin2\theta)$. The comparison of $\omega$ with $\Delta$ alone is too strict: when $E\sin2\theta\gg\Delta$, breakdown sets in while $\omega$ is still well below the gap. When $\sin2\theta$ is small, the required field rises; the linearized junction then loses accuracy. If the circles barely overlap, (1) gives the field only roughly. If they nearly coincide, (1) overestimates it by a growing factor: once $V/v_x$ exceeds $k_0$, the exponent grows only as $\ln(1/Q)$, not as $1/Q$.

**The network.** Away from the junctions the wave follows one band with phase $l^2\int k_y\,dk_x$, clockwise. Each closed contour has two turning points at $k_y=0$, each contributing $-\pi/2$. The spinors are real and return to themselves without a sign change, because their pseudofield $(v_xk_x,V)$ stays in the half-plane $V>0$; there is no further geometric phase. At the upper crossing the upper band has the smaller $k_y$, so the lens receives $-\phi_s$ and the outer orbit $+\phi_s$. The lower crossing is the same problem with $|1\rangle$ and $|2\rangle$ exchanged, and gives the same reflected phases. Therefore

$$\Theta_\alpha=l^2A_\alpha-\pi-2\phi_s,\qquad \Theta_\beta=l^2A_\beta-\pi+2\phi_s .$$

Let $x=e^{i\Theta_\alpha/2}$ and $y=e^{i\Theta_\beta/2}$ be the half-orbit factors and $D=\mathrm{diag}(x,y)$. The reflected phases can be shared equally between the arcs entering and leaving a junction; on transmission the two shares cancel. What remains at the upper crossing, in the order lens, outer orbit, is

$$T=\begin{pmatrix}q&p\\-p&q\end{pmatrix},$$

and at the lower crossing $T^{\mathsf T}$, with the same continuous spinors. A full turn is $W=T^{\mathsf T}DTD$. Set $Z=\mathrm{diag}(1,-1)$ and $R=ZT$, which is symmetric. Then $T=ZR$, $T^{\mathsf T}=RZ$ and $ZDZ=D$, so

$$W=M^2,\qquad M=RD=\begin{pmatrix}q&p\\p&-q\end{pmatrix}D .$$

Stationary states require $\det(1-W)=0$. Since $\mathrm{tr}\,M=q(x-y)$ and $\det M=-xy$,

$$\det(1-W)=\det(1-M)\det(1+M)=(1-xy)^2-q^2(x-y)^2 .$$

With $\mu=(\Theta_\alpha+\Theta_\beta)/4$ and $\nu=(\Theta_\beta-\Theta_\alpha)/4$, one has $1-xy=-2ie^{i\mu}\sin\mu$ and $x-y=-2ie^{i\mu}\sin\nu$. The quantization rule is

$$\sin\frac{\Theta_\alpha+\Theta_\beta}{4}=\pm q\,\sin\frac{\Theta_\beta-\Theta_\alpha}{4}.\tag{3}$$

The two signs are the two parities under a half-turn of the network. For $P\to0$, (3) gives $\Theta_\alpha=2\pi n$ or $\Theta_\beta=2\pi n$, two independent orbits. For $P\to1$ and vanishing gap, $A_\alpha+A_\beta=2A_\gamma$, where $\gamma$ is a free circle, and (3) gives $l^2A_\gamma=2\pi(n+\frac12)$ twice.

**The orbit sum.** Each eigenphase $\vartheta$ of the unitary matrix $W$ marks a level when it passes a multiple of $2\pi$. For $0<\vartheta<2\pi$, $\sum_n\sin(n\vartheta)/n=(\pi-\vartheta)/2$, so $\vartheta/2\pi-\frac12+\pi^{-1}\sum_n\sin(n\vartheta)/n$ is a staircase with unit steps. Adding both eigenphases gives the oscillating level count per guiding centre,

$$N_{\rm osc}=\frac1\pi\,\mathrm{Im}\sum_{n\ge1}\frac{\mathrm{tr}\,W^n}{n}
=\frac1\pi\,\mathrm{Im}\sum_{L\ \rm even}\frac2L\,\mathrm{tr}\,M^L .$$

The trace of $M^L$ is a sum over closed words of $L=j+k$ letters, $j$ of them $x$ and $k$ of them $y$. Neighbours $xx$ contribute $q$, $yy$ contribute $-q$, and unequal neighbours $p$. Suppose the word, closed into a ring, has $t$ runs of each letter. The run lengths can be chosen in $\binom{j-1}{t-1}\binom{k-1}{t-1}$ ways and the starting position in $L$ ways. This counts each word $t$ times, once for each $x$-run that could be taken as the first. There are thus $(L/t)\binom{j-1}{t-1}\binom{k-1}{t-1}$ words, each of weight $p^{2t}q^{j-t}(-q)^{k-t}$. Multiplication by $2/L$ gives (2). Words of one letter give $C_{j0}$ and $C_{0k}$.

Since $(-1)^{k-t}=(-1)^k(-1)^t$, moving a phase $\pi$ into every outer half-orbit turns the weight into the Falicov-Stachowiak form $(ip)^{2t}q^{j+k-2t}$: a factor $ip$ for every breakdown and $q$ for every reflection. Among the lowest terms are

$$C_{20}=C_{02}=q^2,\quad C_{40}=\tfrac12q^4,\quad C_{11}=2p^2,\quad C_{31}=2p^2q^2,\quad C_{22}=p^4-2p^2q^2,$$

for $\alpha$, $\beta$, $2\alpha$, $\gamma$, $\alpha+\gamma$ and $\alpha+\beta$. The last has the frequency of $2\gamma$. Its part $p^4$ comes from double tours of a free circle, and its part $-2p^2q^2$ from a full lens tour joined to a full outer tour by two breakdowns.

**Temperature and magnetization.** Let $\varphi_{jk}=(j\Theta_\alpha+k\Theta_\beta)/2$. Over the thermal width I keep its linear variation with energy and neglect those of $P$ and $\phi_s$, so $\varphi'_{jk}=2\pi m_{jk}/\omega$, with $m_{jk}=(jm_\alpha+km_\beta)/2$ and $m=(2\pi)^{-1}dA/dE$. The Fermi function $f$ has poles at $\eta_n=i\pi k_BT(2n+1)$, near which $-f'\simeq-k_BT/(\eta-\eta_n)^2$. Closing the contour upwards,

$$\int(-f')e^{i\varphi'\eta}d\eta=2\pi k_BT\varphi'\sum_{n\ge0}e^{-\pi k_BT\varphi'(2n+1)}=\frac{X}{\sinh X}\equiv R_{jk},\quad X=\frac{2\pi^2k_BTm_{jk}}{\omega}.$$

The count becomes $N_{\rm osc}=\pi^{-1}\sum C_{jk}R_{jk}\sin\varphi_{jk}$. From $\partial\Omega/\partial E=-N$, with $E$ now the chemical potential, the grand potential per guiding centre is

$$\Omega_{jk}=\frac{\omega}{2\pi^2m_{jk}}C_{jk}R_{jk}\cos\varphi_{jk}.$$

There are $B/2\pi$ guiding centres per unit area. In $M=-\partial\Omega/\partial B$ the derivative of the rapid phase dominates, $\partial\varphi/\partial B\simeq-2\pi F/B^2$, so per unit area

$$M_{jk}\simeq-\frac{F_{jk}}{2\pi^2m_{jk}}C_{jk}R_{jk}\sin\varphi_{jk},\qquad F_{jk}=\frac{jA_\alpha+kA_\beta}{4\pi}.$$

These $F$ belong to the gapped contours; at fixed gap the field dependence of $\phi_s$ adds a slow phase drift when $j\ne k$.

**A numerical case.** Take $E=0.5$ eV, $Q=0.35$ Å$^{-1}$ and $\Delta=0.04$ eV, round model parameters. Then $\sin2\theta=0.846$, and $P=1/e$ requires $\omega E/\Delta^2=\pi/(4\times0.846)=0.928$. Hence

$$\omega=0.928\times\frac{(0.04)^2}{0.5}\ \mathrm{eV}=2.97\times10^{-3}\ \mathrm{eV},$$

which is $B_0=25.7$ T. At this field $\omega$ is about one thirteenth of the gap.

The frequencies are $F_\alpha=1757$ T, $F_\gamma=4319$ T and $F_\beta=6881$ T. At 25 T, $P=e^{-25.66/25}=0.358$ and $q^2=0.642$, so $C_\gamma=2\times0.358=0.716$ and

$$C_{22}=0.358^2-2(0.358)(0.642)=-0.33 .$$

At 10 T the orbits $\alpha$ and $\beta$ have the largest amplitudes, $C=0.923$ against 0.154 for $\gamma$; at 60 T the order is reversed, 0.348 against 1.304. For the combination $\alpha+\gamma$, $C_{31}$ is largest at $P=\frac12$, or $B=B_0/\ln2=37$ T; the thermal factor, which grows with field, moves the maximum of the line itself to higher field. The values of $C_{31}$ at 25 T and 60 T, 0.460 and 0.454, are similar because these fields give $P=0.358$ and $0.652$, nearly equally far from $\frac12$. The amplitude $C_{22}$ vanishes at $p^2=2q^2$, or $P=\frac23$ and $B=B_0/\ln\frac32=63$ T, which explains its small value $-0.029$ at 60 T.

The strongest line depends on what is measured. At $B_0$ and 4 K, $CR$ is $0.632\times0.686=0.434$ for $\alpha$ and $0.736\times0.469=0.345$ for $\gamma$, so $\alpha$ leads in the level count. The magnetization has the further weight $F/m$, with $m_\alpha=0.680$ and $m_\gamma=1$. This favours $\gamma$ by $4319\times0.345$ to $(1757/0.680)\times0.434$, a ratio of about 1.3.

Diagonalizing the full $H$ in an oscillator basis tests the semiclassical steps. For 47 levels near $E$ at three fields, (3) is off by at most $4\times10^{-5}\,\omega$. The largest mismatch between its two sides is $10^{-4}$; it becomes 0.35 without $\phi_s$ and 0.49 when breakdown is dropped as well. Amplitudes fitted to the diagonalized spectra, with $V^2/B$ held fixed so that $P$ stays constant, agree with (2) within about 0.001 for the six orbits, both in the level count and in $\Omega$. The negative sign of $C_{22}$ is among the results confirmed. The numerical output lists these comparisons.

**Where the result fails.** The derivation assumes separate junctions. Each extends over $|k_x|$ of order the larger of $V/v_x$ and $l^{-1}\sqrt{v_y/v_x}$, which must be small compared with the half-width $k_F-Q/2$ of the lens. The treatment therefore loses accuracy when the circles barely overlap. The junctions also spread when the circles nearly coincide, but at fixed gap and field both $P$ and $\phi_s$ vanish as $Q\to0$, and (3) returns to two independent orbits. The chemical potential was held fixed; at fixed electron number it oscillates and can itself generate combination frequencies. Disorder and spin splitting are left out. In a periodic crystal a chain of circles replaces the pair: (1) still describes an isolated junction, but the network has further orbits and its levels broaden into bands, so (2) must be replaced by the sum for that network.

## Computed results

```
Fermi energy 0.500 eV, gap 0.040 eV
circle separation Q 0.350 1/angstrom
temperature 4.0 K, kT 3.447e-04 eV
circle radius 0.3623 1/angstrom
crossing ky 0.3172 1/angstrom
hbar*vx 1.3335, hbar*vy 2.4170 eV angstrom
sin(2 theta) 0.8459
breakdown field B0 25.663 T
cyclotron energy at B0 2.9710e-03 eV
B0 from imaginary-momentum area 25.663 T
Blount ratio (cyclotron energy*E/gap^2) at B0 0.9284
areas: alpha 0.16775, beta 0.65682 1/angstrom^2
free circle area 0.41228 1/angstrom^2
orbit, frequency (T), mass (free-electron masses), thermal factor at B0:
  alpha           1757.3   0.6804   0.6864
  2alpha          3514.6   1.3609   0.2767
  gamma           4319.0   1.0000   0.4686
  alpha+gamma     6076.3   1.6804   0.1641
  beta            6880.7   1.3196   0.2951
  alpha+beta      8638.0   2.0000   0.0939
B 10 T: P 0.0768, q^2 0.9232; amplitudes C:
  alpha 0.9232, 2alpha 0.4261, gamma 0.1536, alpha+gamma 0.1418, beta 0.9232, alpha+beta -0.1359
B 25 T: P 0.3582, q^2 0.6418; amplitudes C:
  alpha 0.6418, 2alpha 0.2059, gamma 0.7165, alpha+gamma 0.4598, beta 0.6418, alpha+beta -0.3315
B 60 T: P 0.6520, q^2 0.3480; amplitudes C:
  alpha 0.3480, 2alpha 0.0606, gamma 1.3040, alpha+gamma 0.4538, beta 0.3480, alpha+beta -0.0287
fit at constant P 0.3679, fields 20 to 30 T
orbit, C formula, C from level count, C from grand potential:
  alpha          0.6321   0.6321   0.6321
  2alpha         0.1998   0.1996   0.1998
  gamma          0.7358   0.7358   0.7358
  alpha+gamma    0.4651   0.4641   0.4657
  beta           0.6321   0.6319   0.6322
  alpha+beta    -0.3298  -0.3298  -0.3309
junction amplitude/probability error 6.4e-05
network Fourier coefficient error 1.4e-11
levels tested 47, fields 15 T, B0, 40 T
largest level error 0.00004 cyclotron energies
rule residual: full 0.0001, no breakdown or junction phase 0.4905
rule residual: breakdown without junction phase 0.3461
thermal count, 15 to 40 T: largest oscillation 0.1077, error 0.0002
```
